**Constrained-DFT multiplier: concavity, response and chemical potentials**

For $W(V)=\min_n\{E[n]+V(N_A[n]-N_c)\}$, the program examines concavity in the multiplier $V$, the curvature $W''=\iint w\chi w$, and the relation $V=\mu_B-\mu_A=-dE/dN_c$. Here $w$ selects region A, $N_A$ is its population with target $N_c$, $\chi$ is the self-consistent density response, and $\mu_X$ is the value of $\delta E/\delta n$ in region X. The model has two electrons in two one-dimensional wells, treated with restricted exact exchange and by diagonalization of the interacting problem. Assertions require negative second differences of $W$ on the sampled multipliers for both treatments, and agreement of the response formulas with finite differences. They also compare the multiplier from maximizing $W$ with energy slopes and with pointwise density derivatives at the constrained minimum. At 0.40 nm and $N_c=0.8$ the output gives $V=5.906$ eV and $W''=-0.1198\ \mathrm{eV^{-1}}$, while the bare Kohn–Sham sum is $-6.85\ \mathrm{eV^{-1}}$. At 0.70 nm, isolated-fragment chemical potentials with an electrostatic term reproduce the multiplier to about 0.001 eV. The interacting problem there has a plateau at $N_A=1$ that is 19.43 eV wide, whereas the approximate functional gives a single multiplier of 4.251 eV.

## Program and output

```python
# RESULT UNDER TEST
# W(V) = min_n { E[n] + V (N_A[n] - N_c) } is concave in the multiplier V;
# W' = N_A - N_c; W'' = w.chi.w with the full self-consistent response chi;
# at the constrained minimum V = mu_B - mu_A = -dE/dN_c.
# Symbols: w = 1 in region A (x < 0) and 0 in region B; N_A = electrons in A;
# mu_X = dE/dn in region X; u = softened Coulomb repulsion; R = well separation.
# Model: two electrons in one dimension, two Gaussian wells, hard-wall box.
# Approximate functional (restricted exact exchange, no correlation):
#   E[n] = 2<phi|T+v|phi> + (1/4) n.u.n,  n = 2 phi^2.
# The exact functional is represented by diagonalizing the two-electron problem.
# Energies in eV, lengths in nm; densities are electrons per grid point.
import numpy as np
import scipy.sparse as sp
from types import SimpleNamespace
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar, brentq

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9        # eV nm
BOX, SOFT, WIDTH = 1.5, 0.1, 0.1
DEPTH_A, DEPTH_B = 30.0, 25.0
N_C = 0.8


def make_grid(points):
    """Sine-basis grid with an even number of points, none at x = 0."""
    k = np.arange(1, points + 1)
    x = BOX * k / (points + 1) - BOX / 2
    sines = np.sqrt(2 / (points + 1)) * np.sin(np.pi * np.outer(k, k) / (points + 1))
    kinetic = (sines * (KIN * (np.pi * k / BOX)**2)) @ sines
    u = COUL / np.sqrt((x[:, None] - x[None, :])**2 + SOFT**2)
    return SimpleNamespace(x=x, T=kinetic, u=u, w=(x < 0).astype(float),
                           everywhere=np.ones(points, bool))


def wells(g, R):
    v_a = -DEPTH_A * np.exp(-(g.x + R / 2)**2 / (2 * WIDTH**2))
    v_b = -DEPTH_B * np.exp(-(g.x - R / 2)**2 / (2 * WIDTH**2))
    return v_a, v_b


def minimise(g, v, blocks, centres):
    """Minimize E[n]; blocks = [(mask, electrons held in that mask), ...].
    Returns energy, orbital and the chemical potential of each block."""
    def orbital(y):
        phi = np.zeros_like(y)
        for mask, number in blocks:
            phi[mask] = np.sqrt(number / 2) * y[mask] / np.linalg.norm(y[mask])
        return phi

    def h_times(phi):
        return g.T @ phi + (v + 0.5 * g.u @ (2 * phi**2)) * phi

    def energy_and_gradient(y):
        phi = orbital(y)
        n = 2 * phi**2
        energy = 2 * phi @ (g.T @ phi + v * phi) + 0.25 * n @ g.u @ n
        slope = 4 * h_times(phi)
        grad = np.zeros_like(y)
        for mask, number in blocks:
            length = np.linalg.norm(y[mask])
            d = y[mask] / length
            grad[mask] = np.sqrt(number / 2) / length * (slope[mask] - d * (d @ slope[mask]))
        return energy, grad

    y = sum(np.exp(-(g.x - c)**2 / (2 * 0.08**2)) for c in centres)
    for _ in range(2):
        y = orbital(minimize(energy_and_gradient, orbital(y), jac=True, method="BFGS",
                             options={"gtol": 1e-7, "maxiter": 2000}).x)
    energy, grad = energy_and_gradient(y)
    assert np.max(np.abs(grad)) < 1e-4
    h_phi = h_times(y)
    mus = [y[m] @ h_phi[m] / (y[m] @ y[m]) for m, _ in blocks]
    return energy, y, mus


def at_population(g, R, n_a):
    """Constrained minimum found without any multiplier."""
    in_a = g.w > 0.5
    return minimise(g, sum(wells(g, R)), [(in_a, n_a), (~in_a, 2 - n_a)], [-R / 2, R / 2])


def at_multiplier(g, R, V):
    """W(V) from its definition, with N_A, orbital and orbital energy."""
    energy, phi, mus = minimise(g, sum(wells(g, R)) + V * g.w, [(g.everywhere, 2.0)],
                                [-R / 2, R / 2])
    return energy - V * N_C, 2 * g.w @ phi**2, phi, mus[0]


g = make_grid(36)
R0 = 0.4
v0 = sum(wells(g, R0))

# constrained minimum, and independently the maximum of W
E_c, phi_c, (mu_A, mu_B) = at_population(g, R0, N_C)
V_c = mu_B - mu_A
best = minimize_scalar(lambda V: -at_multiplier(g, R0, V)[0], bounds=(-10, 20),
                       method="bounded", options={"xatol": 1e-5})
assert abs(best.x - V_c) < 2e-3
assert abs(-best.fun - E_c) < 1e-6

# the slope and curvature of E(N_c) from energies alone
step = 0.02
E_plus, E_minus = (at_population(g, R0, N_C + s)[0] for s in (step, -step))
dE_dN = (E_plus - E_minus) / (2 * step)
d2E_dN2 = (E_plus - 2 * E_c + E_minus) / step**2
assert abs(dE_dN + V_c) < 1e-2


# local chemical potential by varying the density at single grid points
def energy_of_density(n):
    root = np.sqrt(n / 2)
    return 2 * root @ (g.T @ root + v0 * root) + 0.25 * n @ g.u @ n


n_c = 2 * phi_c**2
local_mu = {0: [], 1: []}
for i in np.flatnonzero(n_c > 1e-2):
    change = np.zeros_like(n_c)
    change[i] = 1e-3 * n_c[i]
    slope = (energy_of_density(n_c + change) - energy_of_density(n_c - change)) / (2 * change[i])
    local_mu[int(g.w[i])].append(slope)
spread = max(np.ptp(local_mu[0]), np.ptp(local_mu[1]))
local_difference = np.mean(local_mu[0]) - np.mean(local_mu[1])
assert spread < 5e-3 and abs(local_difference - V_c) < 5e-3

# concavity over a wide range of V
V_list = np.arange(-8.0, 17.0, 3.0)
scan = [at_multiplier(g, R0, V)[:2] for V in V_list]
W_list = np.array([s[0] for s in scan])
assert np.all(np.diff(W_list, 2) < 0)

# slope and curvature of W at the constrained minimum and away from it
dV = 0.1
W_0, N_0, phi_0, eps_0 = at_multiplier(g, R0, V_c)
W_p, W_m = (at_multiplier(g, R0, V_c + s)[0] for s in (dV, -dV))
W2_numeric = (W_p - 2 * W_0 + W_m) / dV**2
W_test, N_test = at_multiplier(g, R0, 1.0)[:2]
slope_test = (at_multiplier(g, R0, 1.0 + dV)[0] - at_multiplier(g, R0, 1.0 - dV)[0]) / (2 * dV)
assert abs(slope_test - (N_test - N_C)) < 1e-3

h_fixed = g.T + np.diag(v0 + V_c * g.w + 0.5 * g.u @ (2 * phi_0**2))
levels, orbitals = np.linalg.eigh(h_fixed)
assert abs(levels[0] - eps_0) < 1e-4          # the minimizer occupies the lowest level
pairs = orbitals[:, [0]] * orbitals[:, 1:]    # occupied-empty products
w_ia = g.w @ pairs
gaps = levels[1:] - levels[0]
kernel = pairs.T @ (0.5 * g.u) @ pairs        # second density derivative of (1/4) n.u.n
W2_full = -4 * w_ia @ np.linalg.solve(np.diag(gaps) + 4 * kernel, w_ia)
W2_bare = -4 * np.sum(w_ia**2 / gaps)
assert abs(W2_full / W2_numeric - 1) < 3e-3
assert abs(W2_bare) > 1.05 * abs(W2_full)
assert abs(-d2E_dN2 * W2_full - 1) < 1e-2

# the bare sum is the curvature at frozen effective potential
dv = 0.01
frozen = [2 * np.linalg.eigvalsh(h_fixed + s * np.diag(g.w))[0] for s in (-dv, 0, dv)]
W2_frozen = (frozen[0] - 2 * frozen[1] + frozen[2]) / dv**2
assert abs(W2_frozen / W2_bare - 1) < 3e-3

# finer grid
_, _, (fine_A, fine_B) = at_population(make_grid(48), R0, N_C)
grid_change = (fine_B - fine_A) - V_c
assert abs(grid_change) < 0.1

# isolated fragments against the constrained pair at growing separation
separated = []
for R in (0.4, 0.55, 0.7):
    v_a, v_b = wells(g, R)
    _, phi_a, (mu_a,) = minimise(g, v_a, [(g.everywhere, N_C)], [-R / 2])
    _, phi_b, (mu_b,) = minimise(g, v_b, [(g.everywhere, 2 - N_C)], [R / 2])
    J_ab = (phi_a**2 @ g.u @ phi_b**2) / ((phi_a @ phi_a) * (phi_b @ phi_b))
    _, _, (m_a, m_b) = at_population(g, R, N_C)
    predicted = mu_b - mu_a + 0.5 * (N_C - (2 - N_C)) * J_ab
    separated.append((R, m_b - m_a, mu_b - mu_a, predicted))
errors = [abs(s[1] - s[3]) for s in separated]
assert errors[-1] < 0.02 and errors[-1] < errors[0]
R_far = separated[-1][0]
v_a, v_b = wells(g, R_far)
E_up, E_dn = (minimise(g, v_a, [(g.everywhere, N_C + s)], [-R_far / 2])[0] for s in (0.01, -0.01))
assert abs((E_up - E_dn) / 0.02 - mu_a) < 2e-3   # fragment mu is dE/dN

# exact two-electron problem in the singlet space
size = len(g.x)
first, second = np.triu_indices(size)
dim = len(first)
amp = np.where(first == second, 0.5, np.sqrt(0.5))
cols = np.arange(dim)
P = sp.csr_matrix((np.r_[amp, amp], (np.r_[first * size + second, second * size + first],
                                     np.r_[cols, cols])), shape=(size**2, dim))
one = sp.identity(size)
T_pair = (P.T @ (sp.kron(sp.csr_matrix(g.T), one) + sp.kron(one, sp.csr_matrix(g.T))) @ P).toarray()
count_A = g.w[first] + g.w[second]


def pair_hamiltonian(v):
    return T_pair + np.diag(v[first] + v[second] + g.u[first, second])


def exact_ground(v):
    value, vector = eigh(pair_hamiltonian(v), subset_by_index=[0, 0])
    return value[0], count_A @ vector[:, 0]**2


W_exact = np.array([exact_ground(v0 + V * g.w)[0] - V * N_C for V in V_list])
assert np.all(np.diff(W_exact, 2) < 0)
V_r = 1.0
values, vectors = np.linalg.eigh(pair_hamiltonian(v0 + V_r * g.w))
moments = vectors[:, 1:].T @ (count_A * vectors[:, 0])
W2_states = 2 * np.sum(moments**2 / (values[0] - values[1:]))
W2_exact = (exact_ground(v0 + (V_r + dV) * g.w)[1]
            - exact_ground(v0 + (V_r - dV) * g.w)[1]) / (2 * dV)
assert abs(W2_states / W2_exact - 1) < 1e-2

# staircase of the exact N_A(V) at the largest separation
v_far = v_a + v_b
V_inside = separated[-1][1]
V_step1 = brentq(lambda V: exact_ground(v_far + V * g.w)[1] - 1.5, V_inside - 20, V_inside, xtol=1e-6)
V_step2 = brentq(lambda V: exact_ground(v_far + V * g.w)[1] - 0.5, V_inside, V_inside + 20, xtol=1e-6)
e_a, o_a = np.linalg.eigh(g.T + np.diag(v_a))
e_b, o_b = np.linalg.eigh(g.T + np.diag(v_b))
EA1, EB1 = e_a[0], e_b[0]
EA2, EB2 = exact_ground(v_a)[0], exact_ground(v_b)[0]
J_one = o_a[:, 0]**2 @ g.u @ o_b[:, 0]**2
step1_fragments = EA1 + EB1 + J_one - EA2
step2_fragments = EB2 - EA1 - EB1 - J_one
assert abs(V_step1 - step1_fragments) < 0.02
assert abs(V_step2 - step2_fragments) < 0.02
N_exact_free = exact_ground(v_far)[1]
N_approx_free = at_multiplier(g, R_far, 0.0)[1]
assert abs(N_exact_free - 1) < 0.01 and abs(N_approx_free - 1) > 0.1
_, _, (one_A, one_B) = at_population(g, R_far, 1.0)
V_one = one_B - one_A
assert V_step1 < V_one < V_step2
assert abs(V_one - 0.5 * (V_step1 + V_step2)) < 0.5

print(f"well depths A, B: {DEPTH_A:.1f}, {DEPTH_B:.1f} eV; Gaussian width {WIDTH:.2f} nm")
print(f"box {BOX:.2f} nm, softening {SOFT:.2f} nm, grid points {size}")
print(f"hbar^2/(2 m_e) = {KIN:.6f} eV nm^2; e^2/(4 pi eps0) = {COUL:.6f} eV nm")
print(f"target population N_c = {N_C:.2f} electrons of 2")
print(f"APPROXIMATE FUNCTIONAL, R = {R0:.2f} nm")
for V, (W, n_a) in zip(V_list, scan):
    print(f"V = {V:6.2f} eV: W = {W:10.5f} eV, N_A = {n_a:.5f}")
print(f"constrained energy E(N_c) = {E_c:.5f} eV; max of W = {-best.fun:.5f} eV")
print(f"mu_A = {mu_A:.4f} eV, mu_B = {mu_B:.4f} eV")
print(f"V = mu_B - mu_A = {V_c:.4f} eV = {V_c * const.e:.4e} J")
print(f"V at the maximum of W = {best.x:.4f} eV")
print(f"-dE/dN_c from energies = {-dE_dN:.4f} eV")
print(f"pointwise dE/dn, B minus A = {local_difference:.4f} eV; largest spread {spread:.1e} eV")
print(f"W'' from differences of W = {W2_numeric:.6f} 1/eV")
print(f"W'' from full response = {W2_full:.6f} 1/eV")
print(f"bare Kohn-Sham sum = {W2_bare:.6f} 1/eV; frozen-potential curvature = {W2_frozen:.6f} 1/eV")
print(f"d2E/dN_c2 = {d2E_dN2:.4f} eV; -1/W'' = {-1 / W2_full:.4f} eV")
print(f"change of V on a 48-point grid = {grid_change:.4f} eV")
print("SEPARATION, N_c as above (all eV): V; isolated mu_B-mu_A; with electrostatic term")
for R, V, bare, full in separated:
    print(f"R = {R:.2f} nm: {V:.4f}; {bare:.4f}; {full:.4f}")
print(f"J_AB at R = {R_far:.2f} nm = {J_ab:.4f} eV (approximate-functional fragments)")
print("EXACT TWO-ELECTRON PROBLEM")
print(f"R = {R0:.2f} nm, V = {V_r:.1f} eV: W'' sum over states = {W2_states:.6f} 1/eV")
print(f"same from differences of N_A = {W2_exact:.6f} 1/eV")
print(f"largest second difference of exact W on the V list = {np.max(np.diff(W_exact, 2)):.5f} eV")
print(f"fragment energies E_A(1), E_A(2) = {EA1:.4f}, {EA2:.4f} eV")
print(f"fragment energies E_B(1), E_B(2) = {EB1:.4f}, {EB2:.4f} eV")
print(f"J_AB of one-electron fragments = {J_one:.4f} eV")
print(f"R = {R_far:.2f} nm, step 2->1: V = {V_step1:.4f} eV; fragments {step1_fragments:.4f} eV")
print(f"R = {R_far:.2f} nm, step 1->0: V = {V_step2:.4f} eV; fragments {step2_fragments:.4f} eV")
print(f"plateau width = {V_step2 - V_step1:.4f} eV; midpoint = {0.5 * (V_step1 + V_step2):.4f} eV")
print(f"approximate functional at N_A = 1: V = {V_one:.4f} eV")
print(f"N_A at V = 0: exact {N_exact_free:.5f}, approximate {N_approx_free:.5f}")
print("done: every assertion held")
```

Output:

```
well depths A, B: 30.0, 25.0 eV; Gaussian width 0.10 nm
box 1.50 nm, softening 0.10 nm, grid points 36
hbar^2/(2 m_e) = 0.038100 eV nm^2; e^2/(4 pi eps0) = 1.439965 eV nm
target population N_c = 0.80 electrons of 2
APPROXIMATE FUNCTIONAL, R = 0.40 nm
V =  -8.00 eV: W =  -44.05082 eV, N_A = 1.99711
V =  -5.00 eV: W =  -40.46495 eV, N_A = 1.98964
V =  -2.00 eV: W =  -37.18594 eV, N_A = 1.74130
V =   1.00 eV: W =  -34.89027 eV, N_A = 1.38739
V =   4.00 eV: W =  -33.66609 eV, N_A = 1.02844
V =   7.00 eV: W =  -33.52019 eV, N_A = 0.66893
V =  10.00 eV: W =  -34.44982 eV, N_A = 0.31249
V =  13.00 eV: W =  -36.40423 eV, N_A = 0.02029
V =  16.00 eV: W =  -38.78305 eV, N_A = 0.00375
constrained energy E(N_c) = -33.44844 eV; max of W = -33.44844 eV
mu_A = -16.3276 eV, mu_B = -10.4221 eV
V = mu_B - mu_A = 5.9056 eV = 9.4617e-19 J
V at the maximum of W = 5.9056 eV
-dE/dN_c from energies = 5.9056 eV
pointwise dE/dn, B minus A = 5.9056 eV; largest spread 2.1e-06 eV
W'' from differences of W = -0.119841 1/eV
W'' from full response = -0.119841 1/eV
bare Kohn-Sham sum = -6.848455 1/eV; frozen-potential curvature = -6.841466 1/eV
d2E/dN_c2 = 8.3444 eV; -1/W'' = 8.3444 eV
change of V on a 48-point grid = 0.0013 eV
SEPARATION, N_c as above (all eV): V; isolated mu_B-mu_A; with electrostatic term
R = 0.40 nm: 5.9056; 6.6168; 5.8877
R = 0.55 nm: 6.0936; 6.6168; 6.0894
R = 0.70 nm: 6.2047; 6.6169; 6.2036
J_AB at R = 0.70 nm = 2.0665 eV (approximate-functional fragments)
EXACT TWO-ELECTRON PROBLEM
R = 0.40 nm, V = 1.0 eV: W'' sum over states = -0.000262 1/eV
same from differences of N_A = -0.000262 1/eV
largest second difference of exact W on the V list = -0.00146 eV
fragment energies E_A(1), E_A(2) = -23.1595, -34.4387 eV
fragment energies E_B(1), E_B(2) = -18.8183, -25.9738 eV
J_AB of one-electron fragments = 2.0639 eV
R = 0.70 nm, step 2->1: V = -5.4805 eV; fragments -5.4752 eV
R = 0.70 nm, step 1->0: V = 13.9456 eV; fragments 13.9401 eV
plateau width = 19.4261 eV; midpoint = 4.2325 eV
approximate functional at N_A = 1: V = 4.2511 eV
N_A at V = 0: exact 1.00000, approximate 1.43486
done: every assertion held
```
